\section*{Shifted Lattice Rules for a Finite Two-Loop Feynman Parameter Integral}

\section{One dimension by hand}

Take the integral $\int_0^1x\,dx=1/2$. Plain Monte Carlo averages $N$ independent uniform points. One point has variance $\int_0^1(x-1/2)^2dx=1/12$. Variances of independent terms add, and the average carries a factor $1/N^2$, so its root-mean-square (rms) error is $1/\sqrt{12N}$.

Now use equally spaced points $x_k=(k+\delta)/N$, $k=0,\ldots,N-1$, with one random number $\delta$, uniform on $[0,1)$. Their average is
\begin{equation}
\frac1N\sum_{k=0}^{N-1}\frac{k+\delta}{N}
=\frac{N-1}{2N}+\frac{\delta}{N}
=\frac12+\frac{\delta-1/2}{N}.
\end{equation}
The mean over $\delta$ is correct, and the rms error is $1/(\sqrt{12}\,N)$. What remains comes from the ends: repeated periodically, the function $x$ jumps from 1 to 0.

A change of variable removes the jump. Put $x=\varphi(t)=3t^2-2t^3$, so that $\varphi'(t)=6t(1-t)$. The new integrand is
\begin{equation}
g(t)=\varphi(t)\varphi'(t)=18t^3-30t^4+12t^5,
\end{equation}
with the same integral and $g(0)=g(1)=0$. Its periodic repetition is continuous, but the slope still jumps: $g'(0)=0$, while $g'(1)=54-120+60=-6$.

Fourier coefficients turn this into an error. For $h\ne0$, one integration by parts gives
\begin{equation}
\int_0^1 g\,e^{-2\pi iht}dt
=-\frac{g(1)-g(0)}{2\pi ih}
+\frac1{2\pi ih}\int_0^1g'e^{-2\pi iht}dt.
\label{parts}
\end{equation}
The first term is zero. Applying the same identity to $g'$ gives
\begin{equation}
\hat g_h=-\frac{-6-0}{(2\pi ih)^2}+O(h^{-3})
=-\frac{3}{2\pi^2h^2}+O(h^{-3}).
\end{equation}
Averaging $e^{2\pi iht}$ over equally spaced points gives zero unless $h=Nm$ with integer $m$. The surviving waves with $m\ne0$ are the error. Averaged over the shift, different waves are orthogonal, so to leading order in $1/N$
\begin{equation}
\mathrm{Var}\simeq2\sum_{m=1}^\infty\frac{9}{4\pi^4N^4m^4}
=\frac{9}{2\pi^4N^4}\,\frac{\pi^4}{90}=\frac1{20N^4}.
\end{equation}
The rms error is now $1/(\sqrt{20}\,N^2)$. Even spacing and a continuous periodic repetition together produce the gain.

\section{Two dimensions: the direction matters}

A rank-one lattice uses the points $\{kz/N\}$, where $z$ is an integer vector and braces denote the fractional part of each component. Let $N=5$. With $z=(1,1)$ all points lie on the diagonal, and the function $\cos2\pi(t_1-t_2)$, whose integral is zero, equals 1 at each of them. A common shift of the points changes this value but keeps it the same at all of them, so nothing cancels. With $z=(1,2)$ the points are
\[
(0,0),\ (\tfrac15,\tfrac25),\ (\tfrac25,\tfrac45),\
(\tfrac35,\tfrac15),\ (\tfrac45,\tfrac35).
\]
Here $t_1-t_2$ runs through all multiples of $1/5$ modulo 1, and the same cosine averages to zero. A good vector makes the first misread waves oscillate rapidly.

\section{The rule in $d$ dimensions}

Let $f$ be smooth on the closed cube $[0,1]^d$. For an integer Korobov weight $\alpha\ge1$ define
\begin{equation}
w(t)=C_\alpha t^\alpha(1-t)^\alpha,\qquad
C_\alpha=\frac{(2\alpha+1)!}{(\alpha!)^2},\qquad
\varphi(t)=\int_0^tw(r)\,dr.
\end{equation}
Integrating $t^\alpha(1-t)^\alpha$ by parts $\alpha$ times gives $(\alpha!)^2/(2\alpha+1)!$, so $\varphi(1)=1$. With $\varphi$ acting on each component, set
\begin{equation}
g(t)=f(\varphi(t))\prod_{j=1}^dw(t_j).
\end{equation}
The integral is unchanged. The case $\alpha=0$ means $g=f$.

Draw $\Delta$ uniformly in the cube and compute
\begin{equation}
S(\Delta)=\frac1N\sum_{k=0}^{N-1}g(\{kz/N+\Delta\}).
\end{equation}
As a function of $\Delta$, its Fourier coefficient at $h$ is $\hat g_h$ times
\begin{equation}
\frac1N\sum_{k=0}^{N-1}e^{2\pi ik\,h\cdot z/N}
=\begin{cases}1,&h\cdot z\equiv0\pmod N,\\0,&\text{otherwise,}\end{cases}
\end{equation}
because the second case is a complete geometric sum. Call the set of surviving $h$ the dual lattice $L$. The coefficient at $h=0$ is the integral, so the rule is unbiased, and Parseval's identity gives
\begin{equation}
\mathrm{Var}\,S=\sum_{0\ne h\in L}|\hat g_h|^2 .
\label{variance}
\end{equation}
In practice one draws $R$ independent shifts. The mean of the $R$ results is the estimate, and their sample standard deviation divided by $\sqrt R$ is its standard error. A single shift gives no such error estimate.

\subsection{Decay of the coefficients}

Apply \eqref{parts} $\alpha+1$ times in a coordinate with $h_j\ne0$. The weight vanishes to order $\alpha$ at both ends, so boundary terms containing fewer than $\alpha$ derivatives are zero. The remaining boundary term and the remaining integral both carry $(2\pi ih_j)^{-\alpha-1}$. They are smooth in the other coordinates and retain their weights, so the operation can be repeated there. Hence, with a constant $K$ that depends on $f$ and $\alpha$,
\begin{equation}
|\hat g_h|\le K\,r(h)^{-\alpha-1},\qquad
r(h)=\prod_{j=1}^d\max(1,|h_j|).
\end{equation}
Define the lattice quality $P_2=\sum_{0\ne h\in L}r(h)^{-2}$. For non-negative terms and a power of at least one, a sum of powers is no larger than the power of the sum. Equation \eqref{variance} therefore gives
\begin{equation}
\sqrt{\mathrm{Var}\,S}\le K P_2^{(\alpha+1)/2}.
\label{rms}
\end{equation}
The vector is thus chosen without reference to the integrand.

\subsection{Choosing the vector}

To compute $P_2$, let $\omega(x)=2\pi^2(x^2-x+1/6)$ on $[0,1)$. Its mean is zero. Its slope changes by $4\pi^2$ between the ends, so two integrations by parts give the coefficient $-4\pi^2/(2\pi ih)^2=1/h^2$. The sum over the dual lattice becomes a sum over points:
\begin{equation}
P_2=-1+\frac1N\sum_{k=0}^{N-1}\prod_{j=1}^d
\left[1+\omega(\{kz_j/N\})\right].
\end{equation}
For $N=5$, write $\omega_1=\omega(1/5)=\omega(4/5)$ and $\omega_2=\omega(2/5)=\omega(3/5)$. The vectors $(1,1)$ and $(1,2)$ differ only in the product terms with $k\ne0$: these are $2\omega_1^2+2\omega_2^2$ and $4\omega_1\omega_2$. Thus
\begin{equation}
P_2(1,1)-P_2(1,2)=\frac25(\omega_1-\omega_2)^2>0,
\end{equation}
in agreement with the cosine example.

For general $d$, take $N$ prime, set $z_1=1$, and choose each further component from $1,\ldots,N-1$ to minimize $P_2$ with the earlier ones held fixed. This is the component-by-component construction. For $1/2<\lambda\le1$ let $\mu=2\sum_{n\ge1}n^{-2\lambda}$. The claim is
\begin{equation}
P_2^\lambda\le\frac{(1+\mu)^d-1}{N-1}.
\label{cbc}
\end{equation}
For $d=1$ the dual lattice consists of multiples of $N$. Since a power $\lambda\le1$ of a sum is at most the sum of the powers, $P_2^\lambda\le\mu N^{-2\lambda}\le\mu/(N-1)$.

Assume the claim for $d-1$ components $z'$. Adding $z_d$ adds to $P_2$ the sum $\Theta(z_d)$ over dual vectors $h=(h',h_d)$ with $h_d\ne0$. The smallest $\Theta^\lambda$ is at most the average over the $N-1$ candidates of $\sum r(h)^{-2\lambda}$. Let $A$ be the sum of $r(h')^{-2\lambda}$ over $h'\cdot z'\equiv0$, including $h'=0$.

If $N$ divides $h_d$, membership requires $h'\cdot z'\equiv0$. These terms contribute $\mu N^{-2\lambda}A\le\mu A/(N-1)$. If $N$ does not divide $h_d$, the condition $h_dz_d\equiv-h'\cdot z'$ has one admissible solution when $h'\cdot z'\not\equiv0$ and none otherwise. The average of these terms is at most $\mu[(1+\mu)^{d-1}-A]/(N-1)$. Adding both parts,
\begin{equation}
\min_{z_d}\Theta^\lambda\le\frac{\mu(1+\mu)^{d-1}}{N-1}.
\end{equation}
Adding the bound for $d-1$ gives the numerator $(1+\mu)^{d-1}-1+\mu(1+\mu)^{d-1}=(1+\mu)^d-1$, which proves \eqref{cbc}.

Taking $\lambda$ close to $1/2$ gives $P_2=O(N^{-2+\epsilon})$ for every $\epsilon>0$. Equation \eqref{rms} then gives an rms error $O(N^{-(\alpha+1)+\delta})$ for every $\delta>0$. The constant $\mu$ diverges at $\lambda=1/2$, so the argument does not permit $\delta=0$.

A direct search costs of order $N^2$ operations per component. A primitive root $\gamma$ modulo $N$ reduces this. Its powers run through all nonzero residues, so write $k=\gamma^{-m}$ and $z_d=\gamma^n$. If $p_k$ is the product over the earlier components, the part of the score that depends on $z_d$ is
\begin{equation}
\sum_{m=0}^{N-2}p_{\gamma^{-m}}\,
\omega\!\left(\{\gamma^{n-m}/N\}\right).
\end{equation}
This is a cyclic convolution, which fast Fourier transforms evaluate for all $n$ in order $N\log N$ operations.

\section{A two-loop integral made smooth}

Consider the scalar vacuum-polarization graph with four electron lines and one exchanged photon. In atomic units the electron mass is 1 and $c$ is the speed of light. For Euclidean momentum $Q$,
\begin{equation}
I=\int\frac{d^4k\,d^4l}{\pi^4}
\frac1{D_1D_2D_3D_4D_5},
\end{equation}
where $D_1=k^2+c^2$, $D_2=(k+Q)^2+c^2$, $D_3=l^2+c^2$, $D_4=(l+Q)^2+c^2$ and $D_5=(k-l)^2$. Measuring momenta in units of $c$ gives $c^8$ from the measure and $c^{-10}$ from the propagators. Hence $I=J(\tau)/c^2$ with $\tau=Q^2/c^2$. This is one scalar integral; the full vacuum polarization also has spin numerators, other graphs and renormalization terms.

Write each inverse factor as $1/D_i=\int_0^\infty dx_i\,e^{-x_iD_i}$. The exponent is quadratic in $(k,l)$, with matrix $M$ and linear coefficients $B$:
\begin{equation}
M=\begin{pmatrix}x_1+x_2+x_5&-x_5\\-x_5&x_3+x_4+x_5\end{pmatrix},
\qquad B=\begin{pmatrix}x_2\\x_4\end{pmatrix}.
\end{equation}
Completing the square in each of the four space-time components gives $U^{-2}e^{-E}$, where $U=\det M$ and
\begin{equation}
E=x_1+x_2+x_3+x_4+\tau\left(x_2+x_4-B^TM^{-1}B\right).
\end{equation}
Now scale all $x_i$ by $\rho=x_1+x_2+x_3+x_4$. The measure supplies $\rho^4d\rho$, $U^{-2}$ supplies $\rho^{-4}$, and $E$ becomes $\rho E$. The $\rho$ integral is $1/E$, so
\begin{equation}
J=\int d^5x\,\delta(1-x_1-x_2-x_3-x_4)\frac1{U^2E}.
\end{equation}

With $b=1-a$, $\bar u=1-u$ and $\bar v=1-v$, set
\begin{equation}
\begin{gathered}
x_1=au,\quad x_2=a\bar u,\quad x_3=bv,\quad x_4=b\bar v,\\
x_5=ab(1/s-1),
\end{gathered}
\end{equation}
where $a,u,v,s$ run from 0 to 1. Then $U=ab+x_5=ab/s$. The first four variables give the Jacobian $ab$, and $|dx_5/ds|=ab/s^2$. Their product is $U^2$, which cancels the singular factor and leaves $1/E$.

To simplify $E$, use $ab/U=s$ and $x_5/U=1-s$:
\begin{equation}
B^TM^{-1}B=s(a\bar u^2+b\bar v^2)
+(1-s)(a\bar u+b\bar v)^2 .
\end{equation}
Because $a+b=1$, the last square equals $a\bar u^2+b\bar v^2-ab(u-v)^2$. Subtracting from $x_2+x_4=a\bar u+b\bar v$ gives
\begin{equation}
\begin{aligned}
J&=\int_{[0,1]^4}\frac{da\,du\,dv\,ds}{1+\tau G},\\
G&=au\bar u+bv\bar v+(1-s)ab(u-v)^2.
\end{aligned}
\label{final}
\end{equation}

For $\tau\ge0$ the integrand is smooth on the closed cube, as the lattice theorem requires. At $s=0$, $G=y(1-y)$ with $y=au+bv$; larger $s$ lowers $G$. Thus $0\le G\le1/4$, and the integrand lies between $1/(1+\tau/4)$ and 1. Continued to $\tau=-4$, the threshold for a real electron pair, the denominator reaches zero. At threshold the integrand is singular, and beyond it \eqref{final} needs a different treatment, such as contour deformation.

At small momentum $J=1-\tau\langle G\rangle+O(\tau^2)$. The averages of $u\bar u$, $ab$ and $(u-v)^2$ are each $1/6$, and that of $1-s$ is $1/2$. Hence $\langle G\rangle=1/6+1/72=13/72$. At large $\tau$ the integrand becomes steep: its $u$ derivative at $u=v=0$, $s=1$ is $-\tau a$. The constant $K$ can then be large, although the exponent in $N$ is unchanged at fixed $\tau$.

\section{Monte Carlo for comparison}

Plain Monte Carlo has rms error $\sigma/\sqrt N$, where $\sigma$ is the standard deviation of the integrand. Adaptive importance sampling draws from a density $p$ and averages $f/p$. The version used here is of VEGAS type, without stratification: $p$ is a product of one-dimensional densities, each with 16 bins of equal probability.

Let $m_i$ be the mean of $(f/p)^2$ in bin $i$ of one axis. If that bin receives the new probability $q_i$, the second moment becomes $\sum_i m_i/(16^2q_i)$. Minimizing with $\sum_iq_i=1$ gives $q_i\propto\sqrt{m_i}$. The $m_i$ are smoothed over neighbouring bins, a small floor is added to the masses, and the bin edges are moved to restore equal probabilities. Two learning batches of $\lfloor N/8\rfloor$ points set the grid. The remaining points are fresh and give the estimate, so it is unbiased. With a settled grid the error again falls as $N^{-1/2}$; adaptation alters the prefactor.

\section{Measured errors}

Take $\hbar cQ=2.000\times10^6$ eV. The electron rest energy is $510998.951$ eV, so
\begin{equation}
\tau=\left(\frac{2.000\times10^6}{510998.951}\right)^2=15.3186.
\end{equation}
With the unrounded rest energy, Gauss--Legendre quadrature of \eqref{final} with 28 nodes per axis gives $J=0.287854205903$. A separate two-dimensional integral over the magnitudes of $k$ and $l$, which remains after the angular integrations in momentum space, agrees in all these digits and serves as the reference. The small-momentum expansion is not usable here: because $G$ reaches $1/4$, the series diverges for $\tau>4$.

Each method was repeated 64 times at seven primes from 251 to 16381. The table gives rms errors relative to the reference $J$ at three of them; with 64 repetitions each entry is itself uncertain by roughly 5 to 10 per cent. The slope is a least-squares fit of log error against $\log N$ over all seven. Learning points are counted, while the vector search is not.

\begin{center}
\begin{tabular}{lrrrr}
Method & $N=251$ & $2039$ & $16381$ & slope\\
plain & $2.0\,10^{-2}$ & $7.7\,10^{-3}$ & $2.9\,10^{-3}$ & $-0.50$\\
adaptive & $2.7\,10^{-2}$ & $6.1\,10^{-3}$ & $2.1\,10^{-3}$ & $-0.65$\\
$\alpha=0$ & $6.7\,10^{-3}$ & $1.1\,10^{-3}$ & $2.3\,10^{-4}$ & $-0.81$\\
$\alpha=1$ & $6.7\,10^{-3}$ & $1.3\,10^{-4}$ & $5.0\,10^{-6}$ & $-1.75$\\
$\alpha=2$ & $1.7\,10^{-3}$ & $1.4\,10^{-5}$ & $6.5\,10^{-8}$ & $-2.42$\\
$\alpha=3$ & $1.8\,10^{-3}$ & $2.4\,10^{-5}$ & $2.2\,10^{-8}$ & $-2.76$
\end{tabular}
\end{center}

The plain result follows its law: the measured relative deviation per sample is 0.354, and $0.354/\sqrt{16381}=2.8\times10^{-3}$. Adaptation lowers the deviation per sample to 0.209 at the largest $N$, but leaves $16381-2(2047)=12287$ points for the estimate. This predicts $0.209/\sqrt{12287}=1.9\times10^{-3}$, close to the measured value. At $N=251$ the adaptive error is the larger one. There each learning batch has only 31 points for 16 bins per axis, and 189 points remain for the estimate. The slope $-0.65$ is a fit over a finite range in which the grid still changes with $N$; for a settled grid the exponent is $-1/2$.

The periodized lattices fall much faster, but their fitted slopes are shallower than the limiting $-2$, $-3$ and $-4$. Between the last two primes the local slope for $\alpha=2$ is $-3.16$, with a sampling uncertainty above $0.1$, so it is not distinguishable from $-3$. A steeper local slope would not contradict the theorem, which gives an upper bound on the error; moreover, each $N$ has its own vector, so the errors need not follow a smooth curve.

A larger $\alpha$ has a price. Since $\int_0^1t^{2\alpha}(1-t)^{2\alpha}dt=1/C_{2\alpha}$, periodizing a constant integrand of value 1 in four dimensions raises its second moment from 1 to $(C_\alpha^2/C_{2\alpha})^4$. This is 2.07, 4.16 and 7.09 for $\alpha=1,2,3$. The weight concentrates the integrand near the centre. By Parseval's identity this second moment is the sum of $|\hat g_h|^2$ over all $h$, not only over the dual lattice, so it does not predict the lattice error or the $N$ at which a larger $\alpha$ wins. In the table $\alpha=3$ is behind $\alpha=2$ at $N=2039$ and ahead at $N=16381$.

At the largest $N$ the search returned $z=(1,3711,5711,6593)$ with $P_2=1.28\times10^{-3}$. The bound \eqref{cbc}, minimized over a grid of $\lambda$, is $2.05\times10^{-2}$. The proof secures the rate but is a pessimistic guide to the quality of a particular vector.

To match one $\alpha=2$ rule at $N=16381$, plain Monte Carlo would need
\begin{equation}
\left(\frac{0.35413}{6.50\times10^{-8}}\right)^2
\simeq3\times10^{13}
\end{equation}
samples. This ratio belongs to this smooth integrand, this momentum and this particular lattice. It counts evaluations, not running time.

Averaging the 64 shifts for $\alpha=2$ uses $64\times16381=1048384$ evaluations and gives $J=0.287854206$ with standard error $2.4\times10^{-9}$. The difference from the reference, $2.6\times10^{-10}$, is well inside that error. In atomic units $1/c$ is the reduced Compton length, $3.86159267\times10^{-3}$ angstrom, so
\begin{equation}
I=0.287854206\,(3.86159267\times10^{-3})^2
=4.2924525\times10^{-6}\ \text{angstrom}^2 .
\end{equation}
Equivalently, $I/(\hbar c)^2=1.1023831\times10^{-12}\ \text{eV}^{-2}$. The sampling error is a numerical error of this scalar integral; it says nothing about the omitted parts of the physical vacuum polarization.
